# Seniority and the Coefficient of Racah's C in the d^N Shell, part 1

(Sections cited here and not found follow in the second part.)

## 1. The operator multiplied by C

**Definitions and conventions.** The configuration is $d^N$: $N$ electrons occupy one shell with $l=2$, and all ten spin-orbitals share one radial function $R(r)$. The field is spherical. Spin-orbit coupling and all other configurations are left out. Hartree atomic units are used, so that the repulsion of two electrons is $1/r_{12}$.

The angular functions are five real, orthonormal orbitals $d_a(\mathbf n)$, $a=1,\dots,5$, where $\mathbf n$ is a unit vector. The operator $a^\dagger_{a\sigma}$ creates an electron in orbital $a$ with spin $\sigma=\uparrow,\downarrow$, and the usual anticommutation rule $\{a_{a\sigma},a^\dagger_{b\tau}\}=\delta_{ab}\delta_{\sigma\tau}$ holds. The symbol $N$ also denotes the number operator, and $\mathbf S^2$ is the square of the total spin, with eigenvalue $S(S+1)$.

The repulsion is expanded in Legendre polynomials,

$$\frac1{r_{12}}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}P_k(\mathbf n\cdot\mathbf n'),\tag{1}$$

and the radial integrals over the common function $R$ are the Slater integrals

$$F^k=\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}R(r)^2R(r')^2\,r^2r'^2\,dr\,dr'.\tag{2}$$

A two-electron integral, with orbitals $a,b$ belonging to one electron and $c,d$ to the other, is therefore

$$(ab|cd)=\sum_kF^k\!\int\!\!\int d_a(\mathbf n)d_b(\mathbf n)P_k(\mathbf n\cdot\mathbf n')d_c(\mathbf n')d_d(\mathbf n')\,d\Omega\,d\Omega'.\tag{3}$$

Two standard properties of spherical harmonics will be used repeatedly. The addition theorem reads

$$\sum_mY_{km}(\mathbf n)Y_{km}^*(\mathbf n')=\frac{2k+1}{4\pi}P_k(\mathbf n\cdot\mathbf n').\tag{4}$$

Since the $Y_{km}$ are orthonormal, integration of (4) against a harmonic $Y_l$ of degree $l$ gives

$$\int P_k(\mathbf n\cdot\mathbf n')Y_l(\mathbf n')\,d\Omega'=\frac{4\pi}{2k+1}\,\delta_{kl}\,Y_l(\mathbf n).\tag{5}$$

The product $d_ad_b$ is an even polynomial of degree four in the components of $\mathbf n$. It contains harmonics of degree 0, 2 and 4 and no others. By (5), the sum in (3) is restricted to $k=0,2,4$.

**Racah's parameters.** For the $d$ shell they are defined by

$$A=F^0-\tfrac19F^4,\qquad B=\tfrac1{49}F^2-\tfrac5{441}F^4,\qquad C=\tfrac5{63}F^4.\tag{6}$$

To invert these relations, start from the last one, which gives $F^4=63C/5$. The second gives $F^2=49B+\tfrac59F^4=49B+7C$, and the first gives $F^0=A+\tfrac19F^4=A+\tfrac75C$. Thus

$$F^0=A+\tfrac75C,\qquad F^2=49B+7C,\qquad F^4=\tfrac{63}5C.\tag{7}$$

The repulsion is linear in the $F^k$, hence linear in $A,B,C$:

$$V=A\,h_A+B\,h_B+C\,h_C.\tag{8}$$

Each $h$ is a fixed operator without radial content. The coefficient of $C$ in the energy matrix is the matrix of $h_C$. It depends on which parameters are held fixed. If $F^0,F^2,F^4$ are taken as the independent parameters, substitution of (6) in (8) shows that $F^4$ multiplies $-\tfrac19h_A-\tfrac5{441}h_B+\tfrac5{63}h_C$. This operator contains $h_B$, and the statement proved below does not apply to it. The simple behaviour belongs to $C$ at fixed $A$ and $B$.

The operator $h_A$ is immediate. With $F^0=1$ and the other integrals zero, (3) becomes $(ab|cd)_A=\delta_{ab}\delta_{cd}$ because the orbitals are orthonormal. Every pair of electrons then has repulsion 1, so that

$$h_A=\tfrac12N(N-1).\tag{9}$$

This is a constant within $d^N$.

**C multiplies a contact interaction.** Set $A=B=0$ and $C=1$ in (7). The Slater integrals are

$$F^0=\tfrac75,\quad F^2=7=\tfrac75\cdot5,\quad F^4=\tfrac{63}5=\tfrac75\cdot9,\qquad\text{that is}\quad F^k=\tfrac75(2k+1).\tag{10}$$

The factor $2k+1$ is the one that occurs in the expansion of a delta function on the sphere. Summing (4) over all $k$ and using the completeness of the harmonics,

$$\sum_{k=0}^\infty(2k+1)P_k(\mathbf n\cdot\mathbf n')=4\pi\,\delta(\mathbf n,\mathbf n').\tag{11}$$

The terms of (11) with odd $k$ or with $k>4$ contribute nothing between products of $d$ orbitals. The three terms present in $h_C$ can therefore be replaced by the whole series. Inserting (10) and (11) in (3) gives

$$(ab|cd)_C=\frac75\cdot4\pi\int d_ad_bd_cd_d\,d\Omega=\frac{28\pi}5\int d_ad_bd_cd_d\,d\Omega.\tag{12}$$

In its action on the $d$ shell, $h_C$ equals a repulsion between electrons that lie in the same direction from the nucleus. Since $d$ functions are even in $\mathbf n$, a repulsion between opposite directions gives the same integrals, so only the common axis is singled out. Two electrons in a triplet state have an antisymmetric orbital function, which vanishes when the two directions coincide. Their contact energy is zero. The full Coulomb interaction does act between such electrons, and in the present parametrization that part of the repulsion is carried by $A$ and $B$.

**The contact integral is isotropic in orbital space.** The integral in (12) looks as if it should depend in detail on the shapes of the four orbitals. It does not, because a traceless symmetric $3\times3$ matrix has only one invariant of degree four.

Every real function with $l=2$ is a quadratic form in $\mathbf n$ with a symmetric, traceless matrix. For a real vector $t=(t_1,\dots,t_5)$ write

$$f_t(\mathbf n)=\sum_at_ad_a(\mathbf n)=\sqrt{\frac{15}{8\pi}}\;\mathbf n^{T}M\mathbf n,\qquad \mathrm{Tr}\,M=0.\tag{13}$$

The prefactor is chosen so that $\mathrm{Tr}\,M^2=\sum_at_a^2$. To confirm it, use

$$\int n_in_jn_kn_l\,d\Omega=\frac{4\pi}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).\tag{14}$$

The form of (14) is fixed by rotational invariance and symmetry, and its constant follows from setting $i=j$, $k=l$ and summing, which gives $4\pi$ on the left and $\tfrac{4\pi}{15}(9+3+3)=4\pi$ on the right. Contracting (14) with $M_{ij}M_{kl}$ gives $\tfrac{4\pi}{15}\left[(\mathrm{Tr}M)^2+2\,\mathrm{Tr}M^2\right]=\tfrac{8\pi}{15}\mathrm{Tr}M^2$. Hence $\int f_t^2\,d\Omega=\mathrm{Tr}\,M^2$, and orthonormality of the $d_a$ makes this equal to $\sum_at_a^2$.

Now consider the quartic integral

$$I(t)=\int f_t(\mathbf n)^4\,d\Omega.\tag{15}$$

Replace $M$ by $O^TMO$ with $O$ an orthogonal matrix. The change can be absorbed by the substitution $\mathbf n\to O^{T}\mathbf n$ in the integral, which leaves $d\Omega$ unchanged. So $I$ depends on the eigenvalues $m_1,m_2,m_3$ of $M$ alone. It is a homogeneous polynomial of degree four in them, and it is symmetric because a permutation of the axes is itself an orthogonal transformation.

A symmetric polynomial in three variables is a polynomial in

$$s_1=m_1+m_2+m_3,\quad s_2=m_1m_2+m_2m_3+m_3m_1,\quad s_3=m_1m_2m_3.\tag{16}$$

The possible terms of degree four are $s_1^4$, $s_1^2s_2$, $s_1s_3$ and $s_2^2$. The trace condition is $s_1=0$, and it removes all of them except $s_2^2$. Moreover $\mathrm{Tr}\,M^2=s_1^2-2s_2=-2s_2$. Therefore, with some constant $\kappa$,

$$I(t)=\kappa\,(\mathrm{Tr}\,M^2)^2=\kappa\Big(\sum_at_a^2\Big)^2.\tag{17}$$

The integral is the same for every normalized real $d$ function. A function of type $xy$ and one of type $3z^2-r^2$ have different shapes, yet the same integrated fourth power.

To recover the integral with four different orbitals, define $T_{abcd}=\int d_ad_bd_cd_d\,d\Omega$, which is symmetric in all its indices. Then $I(t)=\sum T_{abcd}t_at_bt_ct_d$, and four differentiations give $24\,T_{abcd}$. On the right of (17), the successive derivatives of $(t\cdot t)^2$ are

$$\begin{aligned}
\partial_a&:\;4t_a\,t\cdot t,\\
\partial_b\partial_a&:\;4\delta_{ab}\,t\cdot t+8t_at_b,\\
\partial_c\partial_b\partial_a&:\;8(\delta_{ab}t_c+\delta_{ac}t_b+\delta_{bc}t_a),\\
\partial_d\partial_c\partial_b\partial_a&:\;8(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{bc}\delta_{ad}).
\end{aligned}\tag{18}$$

Comparison yields

$$T_{abcd}=\frac\kappa3\left(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}\right).\tag{19}$$

The constant follows from one contraction. By (4) with $k=2$ and $\mathbf n=\mathbf n'$, $\sum_ad_a^2=5/4\pi$. Setting $a=b$, $c=d$ and summing in (19), the left side is $4\pi(5/4\pi)^2=25/4\pi$, and the right side is $\tfrac\kappa3(25+5+5)=\tfrac{35}3\kappa$. Hence $\kappa/3=25/(140\pi)=5/(28\pi)$. This cancels the prefactor of (12), and

$$(ab|cd)_C=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}.\tag{20}$$

Direct angular quadrature of the Coulomb integrals (3), with the Slater integrals (10), was tested against (20) for all index combinations.

**Two electrons.** The content of (20) is visible in $d^2$. Write the orbital function as $\sum_{ac}\psi_{ac}\,d_a(1)d_c(2)$. The interaction sends $\psi_{ac}$ to $\sum_{bd}(ab|cd)_C\psi_{bd}$, which by (20) is

$$(h_C\psi)_{ac}=\psi_{ac}+\delta_{ac}\,\mathrm{Tr}\,\psi+\psi_{ca}.\tag{21}$$

There are three cases.

- If $\psi$ is antisymmetric, the first and last terms cancel and the trace is zero. The value is 0 for the triplets $^3P$ and $^3F$.
- If $\psi$ is symmetric and traceless, the value is $1+0+1=2$. These are the singlets $^1D$ and $^1G$.
- If $\psi_{ac}\propto\delta_{ac}$, the trace term contributes 5, and the value is $1+5+1=7$. This is $^1S$, a pair coupled to zero orbital and spin momentum.

The equality of $^1D$ and $^1G$ is the first sign that $L$ does not enter.

**Second quantization.** For $N$ electrons,

$$h_C=\frac12\sum_{abcd}\sum_{\sigma\tau}(ab|cd)_C\,a^\dagger_{a\sigma}a^\dagger_{c\tau}a_{d\tau}a_{b\sigma}.\tag{22}$$

The three terms of (20) are taken in turn.

*First term,* $\delta_{ab}\delta_{cd}$. As in (9), it counts pairs and gives $\tfrac12N(N-1)$.

*Second term,* $\delta_{ac}\delta_{bd}$. It gives $\tfrac12\sum a^\dagger_{a\sigma}a^\dagger_{a\tau}a_{b\tau}a_{b\sigma}$. The contributions with $\sigma=\tau$ vanish, since no state can be filled twice. The contribution of $\sigma=\downarrow,\tau=\uparrow$ equals that of $\sigma=\uparrow,\tau=\downarrow$, because both the creation pair and the annihilation pair change sign on reordering. The factor $\tfrac12$ is thereby removed, and the term is $P^\dagger P$ with

$$P^\dagger=\sum_aa^\dagger_{a\uparrow}a^\dagger_{a\downarrow},\qquad P=\sum_aa_{a\downarrow}a_{a\uparrow}.\tag{23}$$

The operator $P^\dagger$ adds the zero-coupled pair found in the third case above.

*Third term,* $\delta_{ad}\delta_{bc}$. It gives

$$\frac12\sum a^\dagger_{a\sigma}a^\dagger_{b\tau}a_{a\tau}a_{b\sigma}=-\frac12\sum a^\dagger_{a\sigma}a^\dagger_{b\tau}a_{b\sigma}a_{a\tau}.\tag{24}$$

On the right, an electron in orbital $a$ changes its spin from $\tau$ to $\sigma$ while one in orbital $b$ changes from $\sigma$ to $\tau$. The orbitals stay and the spins are exchanged. The expression is therefore $-\sum_{i<j}\Pi_{ij}$, where $\Pi_{ij}$ exchanges the spins of electrons $i$ and $j$. This operator is $+1$ on a triplet and $-1$ on a singlet, where $\mathbf s_i\cdot\mathbf s_j$ is $\tfrac14$ and $-\tfrac34$. Hence $\Pi_{ij}=\tfrac12+2\,\mathbf s_i\cdot\mathbf s_j$.

From $\mathbf S^2=\tfrac34N+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j$ it follows that

$$\sum_{i<j}\Pi_{ij}=\frac{N(N-1)}4+\mathbf S^2-\frac{3N}4=\frac{N(N-4)}4+\mathbf S^2.\tag{25}$$

Adding the three terms, the part that depends on $N$ alone is $\tfrac14(2N^2-2N-N^2+4N)=\tfrac14N(N+2)$, and

$$h_C=\tfrac14N(N+2)-\mathbf S^2+P^\dagger P.\tag{26}$$

This is an operator identity on the whole shell, for every $N$ from 0 to 10. The orbital momentum has disappeared from it, and the one ingredient that is not yet a quantum number is $P^\dagger P$.

The derivation used the representation of $d$ functions by $3\times3$ matrices in (13) and the single quartic invariant in (17). It makes no statement about shells with other $l$. It also used one common radial function. If the orbitals differ radially, as they may when a crystal field distorts them, three parameters no longer describe the repulsion and (8) itself is lost.

## 2. Seniority, repeated terms and the role of B

**Symbols and results carried over.** The repulsion in $d^N$ is $V=A\,h_A+B\,h_B+C\,h_C$ with Racah's parameters $A,B,C$ and $h_A=\tfrac12N(N-1)$. The operator $a^\dagger_{a\sigma}$ creates an electron in the real orbital $d_a$ with spin $\sigma$, and $P^\dagger=\sum_aa^\dagger_{a\uparrow}a^\dagger_{a\downarrow}$ adds a zero-coupled pair. It was shown in (26) that $h_C=\tfrac14N(N+2)-\mathbf S^2+P^\dagger P$. The operator $h_B$ is the repulsion with $F^2=49$ and $F^0=F^4=0$.

This part has shown that the operator multiplied by $C$ depends only on $N$, $\mathbf S^2$ and the pair term $P^\dagger P$, as stated in (26). It remains to express $P^\dagger P$ through a quantum number, the seniority, and to find how $B$ mixes repeated terms.
